# Where does the voltage drop along a ballistic wire?

**Question**

A short, clean wire with one conducting mode connects two large metallic reservoirs, and I apply a voltage between them. I would draw the potential as a straight line from one end to the other, as for an ordinary resistor. But then there is a field inside the wire and nothing to scatter the electrons, so they should keep accelerating. On the other hand, the resistance is finite, \(h/2e^2\), so the voltage must drop somewhere. What does the potential really look like, what decides it, and what changes if I put one scatterer in the middle?

**Answer**

The straight line assumes that the wire responds like an empty gap or like a diffusive resistor. A clean metallic wire is neither. Its potential follows from two facts: which reservoir filled each state, and how much charge the wire can tolerate.

**Two quantities to keep apart**

Let \(\mu_L\) and \(\mu_R\) be the electrochemical potentials of the reservoirs, with \(\Delta\mu=\mu_L-\mu_R>0\), so that electrons flow from left to right. Let \(U(x)\) be the electrostatic potential energy of an electron. The voltage source sets \(\Delta\mu\); the field comes from the slope of \(U\). I use Hartree atomic units, \(\hbar=m=e=1\), in which \(h/2e^2=\pi\).

Deep in a reservoir, neutrality fixes the electron density and therefore \(\mu-U\). There \(U\) moves rigidly with \(\mu\), and between equal reservoirs it falls by \(\Delta\mu\) in all. To describe where, I write \(\delta\) for a change from the unbiased state and define

\[
u(x)=\frac{\delta U(x)-\delta\mu_R}{\Delta\mu},
\]

which is 1 deep in the left reservoir and 0 deep in the right one.

**The clean wire**

Assume zero temperature, spin degeneracy, a uniform neutralizing background, and contacts that let every electron leave the wire without reflection. Right movers then come from the left reservoir and are filled up to \(\mu_L\); left movers are filled up to \(\mu_R\). Their largest wave numbers obey

\[
\mu_L-U=\tfrac12k_+^2,\qquad \mu_R-U=\tfrac12k_-^2 .
\]

With two spins, the right movers have density \(2\int_0^{k_+}dk/2\pi=k_+/\pi\), and the left movers \(k_-/\pi\). Without bias the total is \(2k_F/\pi\). If the wire stays neutral, the total cannot change:

\[
k_++k_-=2k_F .
\]

Subtracting the two energy relations gives

\[
\Delta\mu=\tfrac12(k_+-k_-)(k_++k_-)=k_F(k_+-k_-),
\]

so that

\[
k_\pm=k_F\pm\frac{\Delta\mu}{2k_F}.
\]

Adding them gives

\[
\mu_L+\mu_R-2U=\tfrac12(k_+^2+k_-^2)=k_F^2+\frac{\Delta\mu^2}{4k_F^2},
\]

and hence

\[
U=\frac{\mu_L+\mu_R}{2}-\frac{k_F^2}{2}-\frac{\Delta\mu^2}{8k_F^2}.
\]

Nothing on the right depends on \(x\). The potential is flat, the interior field vanishes, and to first order in the bias \(u=\tfrac12\). The last term is a small downward correction. The derivation needs \(k_->0\), that is, \(\Delta\mu<2k_F^2\).

The current needs no field, because it comes from the unequal filling of the two directions:

\[
I=\frac1\pi\int_{k_-}^{k_+}k\,dk=\frac{k_+^2-k_-^2}{2\pi}=\frac{\Delta\mu}{\pi}.
\]

This is a number current; the electric current has the opposite sign. The resistance is \(\Delta\mu/I=\pi\), or 12.9 kΩ.

For \(k_F=0.5\) and \(\Delta\mu=0.02\), \(\Delta\mu/2k_F=0.02\), so \(k_+=0.52\) and \(k_-=0.48\). The current is \(0.02/\pi=0.00637\). The quadratic correction is \(-0.0004/2=-2\times10^{-4}\) hartree, one percent of the bias. The fastest right movers have kinetic energy \(0.52^2/2=0.1352\), against \(0.1250\) without bias. They did gain about \(\Delta\mu/2\), but in the left contact, and they do not accelerate further in the wire.

**Why screening matters**

Neutrality was assumed above. To see when it holds, take many identical parallel wires, packed densely with one wire per cross-sectional area \(A\), so that the potential depends on \(x\) only. Each direction of motion has \(1/(\pi v)\) states per energy and length, where \(v\) is the Fermi velocity, so both together have \(D=2/(\pi v)\).

Let \(\bar\mu\) be the mean of \(\delta\mu_L\) and \(\delta\mu_R\). If the potential varies slowly on the scale of the electron wavelength, the extra density per length is \(\delta n=D(\bar\mu-\delta U)\). Poisson's equation for an electron's potential energy is \(\delta U''=-4\pi\,\delta n/A\), and therefore

\[
\delta U''=\frac{\delta U-\bar\mu}{\lambda^2},\qquad
\lambda^2=\frac{A}{4\pi D}=\frac{Av}{8}.
\]

Suppose the ends at \(x=0\) and \(x=L\) are held at the reservoir values \(\bar\mu\pm\Delta\mu/2\). The difference \(\delta U-\bar\mu\) is then odd about the midpoint, which selects the hyperbolic sine:

\[
\delta U=\bar\mu+\frac{\Delta\mu}{2}\,
\frac{\sinh[(L/2-x)/\lambda]}{\sinh[L/(2\lambda)]}.
\]

For \(\lambda\gg L\) both sines can be replaced by their arguments, and \(\delta U=\bar\mu+\Delta\mu(\tfrac12-x/L)\). This is your straight line: it belongs to a gap with too little mobile charge to screen. For \(\lambda\ll L\) the potential is flat except within a few \(\lambda\) of the ends.

Differentiating at the midpoint and dividing by the uniform field \(\Delta\mu/L\) gives the ratio \((L/2\lambda)/\sinh(L/2\lambda)\). For \(L=40\) bohr it is 0.9996 at \(\lambda=400\) bohr, 0.55 at 10 bohr and 0.0009 at 2 bohr.

**Where the contact drop sits**

A real contact widens from the wire into the reservoir. Let it widen so smoothly that modes do not mix, and let screening be short on the scale of the widening. At some position in the left mouth several modes are open, with velocities \(v_n\), but only mode 1 passes through the wire.

All right movers there came from the left reservoir. So did the left movers in modes \(n\ge2\), which were reflected by the narrowing. Only the left movers in mode 1 came from the right reservoir. Each group has \(1/(\pi v_n)\) states per energy and length, after averaging over the standing waves. Zero net charge to first order requires

\[
2\sum_n\frac1{v_n}\,\delta U=\Big(2\sum_n\frac1{v_n}-\frac1{v_1}\Big)\delta\mu_L+\frac1{v_1}\,\delta\mu_R ,
\]

and division by the sum on the left gives

\[
u=1-\frac{1/v_1}{2\sum_n 1/v_n}.
\]

With one open mode this is \(\tfrac12\). With many open modes, the electrons from the far side are outnumbered and \(u\) approaches 1. The approach is not steady. A mode that has just opened is slow, so its \(1/v_n\) is large and \(u\) rises sharply; as the mode speeds up further out, \(u\) falls back somewhat. The drop therefore lies in the mouth. In the channel described next, the largest single rise comes where the second mode opens: \(u\) goes from 0.50 to 0.86 as the width grows from 4.2 to 5.5 bohr. That profile is not averaged over standing waves, so it swings more than the formula does: it dips to about 0.69 near 6.5 bohr before it rises again, where the thermally averaged formula dips only to 0.78. The depth of this dip depends on the setting: it is about 0.75 for a taper twice as long and about 0.61 at half the temperature.

I checked this with scattering states for a channel that narrows from 28 to 4 bohr and widens again, without mode mixing and with neutrality imposed locally. Each taper and the straight wire are 60 bohr long, the grid spacing along the channel is 1 bohr, the Fermi energy is 0.75 hartree and the thermal energy 0.025 hartree. In the wide part 10 modes are open at the Fermi energy, and \(u=0.966\), in agreement with the thermally averaged formula. Each mouth takes 0.466 of the bias. In the middle of the straight wire \(u=0.500\), and its values at the two ends of the wire differ by only \(5\times10^{-4}\), the right end being slightly higher. The remaining 0.034 on each side would drop further out, where a real reservoir continues to widen. The last digits belong to this setting: halving the grid spacing changes 0.966 to 0.969, 0.466 to 0.470 and \(5\times10^{-4}\) to \(8\times10^{-4}\), and the zero-temperature formula gives 0.959 on the same grid.

**One scatterer in the wire**

Let the scatterer transmit with probability \(T\) and reflect with \(R=1-T\), both taken at the Fermi energy. On its left side the right movers are filled by the left reservoir. Of the left movers, a fraction \(R\) was reflected and carries \(\mu_L\), while a fraction \(T\) was transmitted and carries \(\mu_R\). Both directions have the same density of states, so neutrality sets \(\delta U\) to the mean filling:

\[
\delta U_{\text{left}}=\tfrac12\left[\delta\mu_L+R\,\delta\mu_L+T\,\delta\mu_R\right].
\]

Inserting \(\delta\mu_L=\delta\mu_R+\Delta\mu\) and \(R+T=1\) gives \(u_{\text{left}}=(1+R)/2\). On the right side the right movers are a mixture with weight \(T\) from the left reservoir, and the left movers all carry \(\mu_R\), so \(u_{\text{right}}=T/2\). Therefore

\[
u_{\text{left}}-u_{\text{right}}=\frac{1+R-T}{2}=R,\qquad
1-u_{\text{left}}=u_{\text{right}}=\frac T2 .
\]

The scatterer takes \(R\Delta\mu\) and each contact \(T\Delta\mu/2\). For \(T\to1\) the clean wire returns. For \(T\to0\) each side follows its own reservoir and the whole drop sits at the scatterer.

The same result shows what asymmetric contacts do. If the right contact itself reflects with probability \(R\), the whole wire is on the left side of the scatterer and sits at \((1+R)/2\), not at the midpoint.

These values are averages. An incident wave and its reflection, with amplitude \(r=|r|e^{i\varphi}\), give the density

\[
|e^{ikx}+re^{-ikx}|^2=1+R+2|r|\cos(2kx-\varphi).
\]

At a single energy the oscillation does not fade with distance. At temperature \(k_BT_e\), the contributing energies spread the phase by about \(2|x|k_BT_e/v\), so the oscillation fades with distance: about a quarter of its amplitude is left at \(|x|=v/(2k_BT_e)\), and about 2 percent at twice that distance.

**The charge that holds the step**

A potential step needs charge. In the dense array, let \(\delta n\) be the bias-induced density change per wire, with the scatterer at \(x=0\). Multiply Poisson's equation by \(x\) and integrate between two plateaus, where \(\delta U'=0\):

\[
\int x\,\delta U''dx=\big[x\,\delta U'\big]-\big[\delta U\big]=\delta U_{\text{left}}-\delta U_{\text{right}}=R\Delta\mu .
\]

Since \(\delta U''=-4\pi\delta n/A\),

\[
\int x\,\delta n\,dx=-\frac{A\,R\,\Delta\mu}{4\pi}.
\]

The negative sign means that electrons pile up on the upstream side and are missing downstream. This is Landauer's resistivity dipole. With the local screening law, the mean filling jumps by \(R\Delta\mu\) at the scatterer while \(\delta U\) must be continuous. The mismatch is \(\tfrac12R\Delta\mu\,e^{-|x|/\lambda}\) on each side, so the number of displaced electrons per side is

\[
D\lambda\,\frac{R\Delta\mu}{2}=\frac{A\,R\,\Delta\mu}{8\pi\lambda},
\]

where \(D=A/(4\pi\lambda^2)\) was used.

**A worked case**

Take a wire on a grid with spacing 1 bohr and hopping energy \(\tfrac12\) hartree. From the band centre, \(E=-\cos k\) and \(v=dE/dk=\sin k\). A Fermi energy 0.75 hartree above the band bottom means \(\cos k=0.25\) and \(v=0.968\). One site, \(j=0\), is raised by \(V=0.8\) hartree.

Let \(\psi_j=e^{ikj}+re^{-ikj}\) for \(j\le0\) and \(\psi_j=te^{ikj}\) for \(j\ge0\). Continuity at \(j=0\) gives \(r=t-1\), hence \(\psi_{-1}=te^{ik}-2i\sin k\). The equation at the raised site is

\[
-\tfrac12(\psi_{-1}+\psi_1)+Vt=-t\cos k .
\]

Inserting \(\psi_{\pm1}\) gives \(-te^{ik}+iv+Vt+t\cos k=0\), or \(t(V-iv)=-iv\). Thus

\[
T=|t|^2=\frac{v^2}{v^2+V^2}=\frac{0.9375}{0.9375+0.64}=0.594,\qquad R=0.406 .
\]

The formulas predict plateaus at \(u=0.703\) and \(0.297\). As a test I solved Poisson's equation together with the nonlocal linear response of the coherent electrons, in a mean-field treatment that does not impose local neutrality. The barrier is the total potential of the unbiased state, \(A=25\) bohr², and the thermal energy is 0.025 hartree, which damps the oscillations. That is about 7900 K, a model value and not the temperature of a real device. The contacts are not part of this calculation: the reservoirs enter through the fillings, and the field is set to zero at the ends.

The computed plateaus are 0.7032 and 0.2968. Next to the barrier the change is gradual: on the left \(u\) is 0.610 at 1 bohr, 0.687 at 5 bohr, 0.7065 at 20 bohr and 0.7030 at 40 bohr. The approach to the plateau is not monotonic: \(u\) oscillates from site to site, and near 20 bohr it still moves about 0.003 above and below the plateau. At half the temperature the value at 20 bohr rises to 0.711, while the plateau stays at 0.703.

For \(\Delta\mu=0.02\) the dipole formula gives \(-25(0.4057)(0.02)/4\pi=-0.0161\) bohr, and the calculation gives \(-0.0162\) bohr. With \(\lambda=1.74\) bohr, the local estimate of the displaced charge is \(25(0.4057)(0.02)/(8\pi\times1.74)=0.0046\) electrons per side. The calculation finds 0.0044, not counting the barrier site. The closeness is partly accidental: \(\lambda\) is shorter than the electron wavelength of 4.8 bohr and not much longer than the grid spacing, and the same local law solved on the grid gives 0.0035. For \(A=400\) bohr², where \(\lambda=7\) bohr, the estimate and the calculation agree within 2 percent.

**How the resistances add**

Each energy interval \(dE\) carries \(v\,dE/(\pi v)=dE/\pi\) towards the scatterer, and a fraction \(T\) passes, so \(I=T\Delta\mu/\pi\). Dividing each drop by this current gives

\[
\frac{R\Delta\mu}{I}=\pi\frac RT,\qquad \frac{T\Delta\mu}{I}=\pi,\qquad
\pi\frac RT+\pi=\frac{\pi}{T}.
\]

In the example the scatterer has 8.8 kΩ, the two contacts together have 12.9 kΩ, and the total is 21.7 kΩ. The contact resistance keeps its value although the contact voltage has shrunk, because the current has shrunk with it. The scatterer's share refers to the averaged electrostatic step. A voltage probe attached to the wire may read something else, depending on how it couples to the two directions of motion.

**When the straight line comes back**

Put \(N\) such scatterers in series and assume that phase coherence is lost between them, so that probabilities add. In section \(j\), from 0 to \(N\), let \(f_j\) and \(g_j\) be the fillings of right and left movers, on the scale where the left reservoir is 1 and the right one 0. At each scatterer

\[
f_{j+1}=Tf_j+Rg_{j+1},\qquad g_j=Rf_j+Tg_{j+1}.
\]

Using \(R=1-T\), both \(f_{j+1}-g_{j+1}\) and \(f_j-g_j\) equal \(T(f_j-g_{j+1})\). Their common value \(J\) is the conserved current in units of \(\Delta\mu/\pi\). Then

\[
f_j-f_{j+1}=(f_j-g_{j+1})-J=\frac JT-J=J\frac RT .
\]

The plateau \(u_j=(f_j+g_j)/2=f_j-J/2\) falls by the same amount. The boundary values are \(f_0=1\) and \(g_N=0\), the latter giving \(f_N=J\). Summing the drops yields \(1-J=NJR/T\), so

\[
J=\frac1{1+NR/T}.
\]

Each scatterer takes \(JR/T\) and each contact \(J/2\). For ten barriers like the one above, each takes 0.087 of the bias and each contact 0.064. For a hundred, each takes 0.0099 and each contact 0.0072, so 98.6 percent of the drop is spread over the barriers. If they are evenly spaced, this fine staircase looks like a straight line from a distance. It is the ordinary resistor, and it owes its average slope to the scatterers that your clean wire lacks.

**What the flat profile depends on**

The midpoint rule needs a wire much longer than its screening length, equally transparent contacts, and a bias well below \(2k_F^2\). The value \(\lambda^2=Av/8\) belongs to the dense array. A single isolated wire has field lines in the space around it, and its screening must be worked out for its own geometry. A nearby gate held at a fixed potential can also pull \(U\) away from the midpoint if the wire is allowed to charge.

## Computed results

```
Clean wire: k_F = 0.5 1/bohr, E_F = 0.1250 hartree
Bias = 0.02 hartree = 0.5442 eV
k_plus, k_minus = 0.52000, 0.48000 1/bohr
U in wire, from mean mu = -0.125200 hartree
Shift of U from its zero-bias value = -2.000e-04 hartree
Number current = 0.006366 atomic units
Bias/current = 3.14159 a.u.; h/2e^2 = 12.9064 kilo-ohm
Screened wire, length 40 bohr: mid field / uniform field
  screening length 2 bohr: 0.00091
  screening length 10 bohr: 0.55144
  screening length 400 bohr: 0.99958
Channel: widths 28 and 4 bohr, each part 60 bohr
Open modes in wide part at Fermi energy = 10
U shift in wide left part = 0.9659 bias (formula 0.9656)
U shift in middle of wire = 0.5000 bias
Drop in left mouth = 0.4662 bias
Drop along straight wire = -5.39e-04 bias
Drop in right mouth = 0.4662 bias
Barrier 0.8 hartree, v_F = 0.9682 a.u., kT = 0.025 hartree
T = 0.5943, R = 0.4057, thermally averaged R = 0.4064
Area per wire = 25 bohr^2, screening length = 1.739 bohr
No barrier: U shift at centre = 0.50000 bias
Left plateau = 0.7032 bias (formula, R at E_F: 0.7029)
Right plateau = 0.2968 bias (formula, R at E_F: 0.2971)
Step at scatterer = 0.4064 bias; drop at each contact = 0.2968 bias
  U shift 1 bohr left, right of barrier = 0.6097, 0.3903 bias
  U shift 2 bohr left, right of barrier = 0.6194, 0.3806 bias
  U shift 5 bohr left, right of barrier = 0.6873, 0.3127 bias
  U shift 10 bohr left, right of barrier = 0.7063, 0.2937 bias
  U shift 20 bohr left, right of barrier = 0.7065, 0.2935 bias
  U shift 40 bohr left, right of barrier = 0.7030, 0.2970 bias
Extra electrons left, right at bias 0.02 hartree = 0.00436, -0.00436
Sum of x*dn at that bias = -0.01617 bohr (formula -0.01614)
Scatterer resistance = 2.1447 a.u. = 8.8108 kilo-ohm
Total resistance = 5.2863 a.u. = 21.7172 kilo-ohm
Incoherent barriers in series: drop at each barrier, at each contact
  1 barriers: 0.40571, 0.29715 bias
  10 barriers: 0.08722, 0.06388 bias
  100 barriers: 0.00986, 0.00722 bias
```
